# Hund's case (a) to case (b) by a 3j symbol: triplet Π: a numerical check

```python
"""Hund's case (a) <-> case (b) transformation and the diagonalization of N^2.

Result under test (hbar = 1, Condon-Shortley phases):
  |Lam; N S J M> = sum_Sig C[Sig,N] |Lam; S Sig; J Om M>,  Om = Lam + Sig
  C[Sig,N] = (-1)^(N-S+Om) sqrt(2N+1) * 3j(J S N; Om -Sig -Lam)
C is orthogonal and C^T N^2 C = diag N(N+1), where N = J - S (vectors).
Lam, Sig, Om: axis projections of orbital, spin and total angular momentum.
M, M_S: projections of J and S on the laboratory axis.
"""
from functools import lru_cache
import numpy as np
import sympy as sp
from sympy.physics.wigner import wigner_3j, clebsch_gordan


def half(value):
    """Exact integer or half-integer for sympy."""
    return sp.Rational(int(round(2 * value)), 2)


@lru_cache(maxsize=None)
def three_j(j1, j2, j3, m1, m2, m3):
    return float(wigner_3j(*[half(v) for v in (j1, j2, j3, m1, m2, m3)]))


@lru_cache(maxsize=None)
def coupling(j1, m1, j2, m2, j, m):
    args = [half(v) for v in (j1, j2, j, m1, m2, m)]
    return float(clebsch_gordan(*args))


def sigma_values(J, S, Lam):
    return [s for s in np.arange(-S, S + 0.5) if abs(Lam + s) <= J + 1e-9]


def n_values(J, S, Lam):
    return list(np.arange(max(abs(J - S), abs(Lam)), J + S + 0.5))


def transformation(J, S, Lam, with_phase=True):
    sigmas, ns = sigma_values(J, S, Lam), n_values(J, S, Lam)
    C = np.zeros((len(sigmas), len(ns)))
    for i, s in enumerate(sigmas):
        for k, n in enumerate(ns):
            om = Lam + s
            sign = (-1) ** (int(round(n - S + om)) % 2) if with_phase else 1
            C[i, k] = sign * np.sqrt(2 * n + 1) * three_j(
                J, S, n, om, -s, -Lam)
    return C


def n_squared(J, S, Lam):
    """N^2 = J^2 + S^2 - 2 J.S in the case (a) basis."""
    sigmas = sigma_values(J, S, Lam)
    mat = np.zeros((len(sigmas), len(sigmas)))
    for i, s in enumerate(sigmas):
        om = Lam + s
        mat[i, i] = J * (J + 1) + S * (S + 1) - 2 * om * s
        if i + 1 < len(sigmas):
            mat[i, i + 1] = mat[i + 1, i] = -np.sqrt(
                (J * (J + 1) - om * (om + 1)) * (S * (S + 1) - s * (s + 1)))
    return mat


@lru_cache(maxsize=None)
def jy_eigensystem(j):
    m = np.arange(j, -j - 0.5, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    jy = (raising - raising.T) / 2j
    values, vectors = np.linalg.eigh(jy)
    return m, values, vectors


def rotation_matrix(j, angles):
    """Wigner D matrix from exponentials of the generators."""
    alpha, beta, gamma = angles
    m, values, vectors = jy_eigensystem(float(j))
    d = (vectors * np.exp(-1j * beta * values)) @ vectors.conj().T
    return np.exp(-1j * m * alpha)[:, None] * d * np.exp(-1j * m * gamma)


def idx(j, m):
    return int(round(j - m))


def spinor_a(J, M, S, Sig, Lam, angles):
    """Case (a) state: components on laboratory spin states."""
    DJ, DS = rotation_matrix(J, angles), rotation_matrix(S, angles)
    norm = np.sqrt((2 * J + 1) / (8 * np.pi ** 2))
    return norm * np.conj(DJ[idx(J, M), idx(J, Lam + Sig)]) * DS[:, idx(S, Sig)]


def spinor_b(N, J, M, S, Lam, angles):
    """Case (b) state: N and laboratory spin coupled to J."""
    DN = rotation_matrix(N, angles)
    out = []
    for ms in np.arange(S, -S - 0.5, -1):
        mn = M - ms
        if abs(mn) > N + 1e-9:
            out.append(0.0)
            continue
        out.append(coupling(N, mn, S, ms, J, M)
                   * np.conj(DN[idx(N, mn), idx(N, Lam)]))
    return np.sqrt((2 * N + 1) / (8 * np.pi ** 2)) * np.array(out)


def partial(f, axis, h=2e-3):
    """Fourth-order central difference with respect to one Euler angle."""
    step = np.zeros(3)
    step[axis] = h
    return lambda w: (8 * (f(w + step) - f(w - step))
                      - f(w + 2 * step) + f(w - 2 * step)) / (12 * h)


def n_squared_differential(f, w):
    """N^2 as a differential operator at fixed laboratory spin components."""
    fa, fb, fg = (partial(f, k) for k in range(3))
    s, c = np.sin(w[1]), np.cos(w[1])
    return -(partial(fb, 1)(w) + c / s * fb(w)
             + (partial(fa, 0)(w) + partial(fg, 2)(w)
                - 2 * c * partial(fa, 2)(w)) / s ** 2)


# Basis change and N^2 matrix, both tested on explicit wavefunctions.
points = [np.array([0.7, 1.1, 0.4]), np.array([2.3, 0.8, 1.9])]
basis_error = operator_error = 0.0
for J, S, Lam in [(3.0, 1.0, 1.0), (2.5, 0.5, 1.0), (1.0, 1.0, 1.0),
                  (2.5, 1.5, -2.0)]:
    C, mat = transformation(J, S, Lam), n_squared(J, S, Lam)
    sigmas, ns = sigma_values(J, S, Lam), n_values(J, S, Lam)
    for w in points:
        for M in np.arange(-J, J + 0.5):
            a_states = np.array([spinor_a(J, M, S, s, Lam, w) for s in sigmas])
            b_states = np.array([spinor_b(n, J, M, S, Lam, w) for n in ns])
            basis_error = max(basis_error,
                              np.abs(C.T @ a_states - b_states).max())
        M = J - 1
        a_states = np.array([spinor_a(J, M, S, s, Lam, w) for s in sigmas])
        for i, s in enumerate(sigmas):
            applied = n_squared_differential(
                lambda u: spinor_a(J, M, S, s, Lam, u), w)
            operator_error = max(operator_error,
                                 np.abs(applied - mat[:, i] @ a_states).max())
assert basis_error < 1e-11
assert operator_error < 1e-6  # finite-difference truncation and roundoff

# Orthogonality, diagonalization, state count and Lam reversal in general.
general_error = 0.0
case_count = 0
for S in (0.5, 1.0, 1.5, 2.0):
    for Lam in (0.0, 1.0, 2.0):
        for J in np.arange(S % 1, 6.0):
            ns = np.array(n_values(J, S, Lam))
            assert len(ns) == len(sigma_values(J, S, Lam))
            if len(ns) == 0:
                continue
            C = transformation(J, S, Lam)
            rotated = C.T @ n_squared(J, S, Lam) @ C
            general_error = max(
                general_error, np.abs(C.T @ C - np.eye(len(ns))).max(),
                np.abs(rotated - np.diag(ns * (ns + 1))).max())
            reversal = np.array([(-1) ** int(round(n + S - J)) for n in ns])
            C_reversed = transformation(J, S, -Lam)[::-1]
            assert np.allclose(C_reversed, C * reversal, atol=1e-12)
            case_count += 1
assert general_error < 1e-10

# Triplet Pi: characteristic polynomial for symbolic J.
j, lam = sp.symbols("J lambda", positive=True)
x = j * (j + 1)
u, v = -sp.sqrt(2 * x), -sp.sqrt(2 * (x - 2))
symbolic = sp.Matrix([[x + 2, u, 0], [u, x + 2, v], [0, v, x - 2]])
for trial in (2, 3, 7):
    numeric = np.array(symbolic.subs(j, trial).evalf(), dtype=float)
    assert np.allclose(numeric, n_squared(float(trial), 1.0, 1.0))
polynomial = (symbolic - lam * sp.eye(3)).det()
expected = (j * (j - 1) - lam) * (x - lam) * ((j + 1) * (j + 2) - lam)
assert sp.simplify(sp.expand(polynomial - expected)) == 0


def triplet_pi_table(J):
    """Closed forms; rows Om = 0,1,2 and columns N = J-1, J, J+1."""
    y, q = J * (J + 1), 2 * J + 1
    return np.array([
        [np.sqrt((J - 1) / (2 * q)), np.sqrt(0.5), np.sqrt((J + 2) / (2 * q))],
        [np.sqrt((J * J - 1) / (J * q)), 1 / np.sqrt(y),
         -np.sqrt(J * (J + 2) / ((J + 1) * q))],
        [np.sqrt((J + 1) * (J + 2) / (2 * J * q)), -np.sqrt((y - 2) / (2 * y)),
         np.sqrt(J * (J - 1) / (2 * (J + 1) * q))]])


for J in np.arange(2.0, 16.0):
    C = transformation(J, 1.0, 1.0)
    assert np.allclose(C, triplet_pi_table(J), atol=1e-12)
    vectors = np.linalg.eigh(n_squared(J, 1.0, 1.0))[1]
    assert np.allclose(np.abs(vectors.T @ C), np.eye(3), atol=1e-10)
assert np.allclose(transformation(1.0, 1.0, 1.0),
                   triplet_pi_table(1.0)[:2, 1:], atol=1e-12)


def show(title, matrix, digits=6):
    print(title)
    for row in np.round(matrix, digits) + 0.0:
        print("  " + " ".join(f"{value:11.{digits}f}" for value in row))


J = 3.0
mat, C = n_squared(J, 1.0, 1.0), transformation(J, 1.0, 1.0)
print("Triplet Pi: Lam = 1, S = 1, J = 3; N^2 in units of hbar^2")
show("N^2 in case (a), order Om = 0,1,2:", mat)
show("C, rows Om = 0,1,2, columns N = 2,3,4 (no unit):", C)
show("Weights C^2 (no unit):", C ** 2)
show("C^T N^2 C:", C.T @ mat @ C)
C_bare = transformation(J, 1.0, 1.0, with_phase=False)
bare = C_bare.T @ mat @ C_bare
bare_offdiag = np.abs(bare - np.diag(np.diag(bare))).max()
assert bare_offdiag > 0.1
print(f"Largest off-diagonal without phase factor: {bare_offdiag:.4f} hbar^2")

for J_low, expected_n in ((0.0, [1]), (1.0, [1, 2])):
    ns = n_values(J_low, 1.0, 1.0)
    values = np.linalg.eigvalsh(n_squared(J_low, 1.0, 1.0))
    assert np.allclose(ns, expected_n)
    assert np.allclose(values, [n * (n + 1) for n in expected_n])
    print(f"J = {J_low:.0f}: N =", [int(n) for n in ns],
          "N^2 eigenvalues (hbar^2) =", [round(float(e), 6) for e in values])

weights = transformation(100.0, 1.0, 1.0) ** 2
limit = np.array([[.25, .5, .25], [.5, 0, .5], [.25, .5, .25]])
assert np.abs(weights - limit).max() < 0.01
show("Weights at J = 100, columns N = 99,100,101 (no unit):", weights, 4)

# Spin-orbit model H/B = N^2 + (A/B) Lam Sig.
ratio = 20.0
print(f"Model H/B = N^2 + (A/B) Lam Sig, A/B = {ratio:.0f}; lowest level:")
print("    J   energy/B   weight Om=0   weight N=J-1")
history = []
for J in (2.0, 10.0, 30.0, 100.0):
    H = n_squared(J, 1.0, 1.0) + ratio * np.diag([-1.0, 0.0, 1.0])
    energies, states = np.linalg.eigh(H)
    lowest = states[:, 0]
    weight_a = lowest[0] ** 2
    weight_b = (transformation(J, 1.0, 1.0)[:, 0] @ lowest) ** 2
    history.append((weight_a, weight_b))
    print(f"  {J:3.0f} {energies[0]:10.4f} {weight_a:13.4f} {weight_b:14.4f}")
history = np.array(history)
assert np.all(np.diff(history[:, 0]) < 0) and np.all(np.diff(history[:, 1]) > 0)
assert history[0, 0] > 0.9 and history[-1, 1] > 0.98

print(f"Largest basis-change error on spinors: {basis_error:.1e} (no unit)")
print(f"Largest N^2 operator error on spinors: {operator_error:.1e} hbar^2")
print(f"General (S, Lam, J) cases: {case_count}, "
      f"largest error {general_error:.1e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Triplet Pi: Lam = 1, S = 1, J = 3; N^2 in units of hbar^2
N^2 in case (a), order Om = 0,1,2:
    14.000000   -4.898979    0.000000
    -4.898979   14.000000   -4.472136
     0.000000   -4.472136   10.000000
C, rows Om = 0,1,2, columns N = 2,3,4 (no unit):
     0.377964    0.707107    0.597614
     0.617213    0.288675   -0.731925
     0.690066   -0.645497    0.327327
Weights C^2 (no unit):
     0.142857    0.500000    0.357143
     0.380952    0.083333    0.535714
     0.476190    0.416667    0.107143
C^T N^2 C:
     6.000000    0.000000    0.000000
     0.000000   12.000000    0.000000
     0.000000    0.000000   20.000000
Largest off-diagonal without phase factor: 3.5635 hbar^2
J = 0: N = [1] N^2 eigenvalues (hbar^2) = [2.0]
J = 1: N = [1, 2] N^2 eigenvalues (hbar^2) = [2.0, 6.0]
Weights at J = 100, columns N = 99,100,101 (no unit):
       0.2463      0.5000      0.2537
       0.4975      0.0001      0.5024
       0.2563      0.4999      0.2438
Model H/B = N^2 + (A/B) Lam Sig, A/B = 20; lowest level:
    J   energy/B   weight Om=0   weight N=J-1
    2   -12.5891        0.9717         0.1710
   10    82.9357        0.7076         0.6995
   30   867.3408        0.4205         0.9477
  100  9899.1967        0.2983         0.9950
Largest basis-change error on spinors: 3.6e-16 (no unit)
Largest N^2 operator error on spinors: 2.8e-10 hbar^2
General (S, Lam, J) cases: 70, largest error 1.4e-14
ALL CHECKS PASSED
```
